# When the mixed 3x1 hydride appears on silicon (100)

Hydrogen on Si(100) can form three ordered phases. In the 2x1 monohydride (M), surface atoms pair into dimers and each atom carries one H. In the 1x1 dihydride (D), the dimer bonds are broken and each atom carries two H. The 3x1 phase (X) alternates one monohydride dimer with one dihydride unit. The problem is to find when X appears between M and D as the hydrogen chemical potential $\mu$ rises, and how far the answer can be trusted.

Let $f_i$ be the free energy of phase $i$ per 1x1 surface cell at fixed temperature $T$, relative to the clean surface, with vibrations included. Hydrogen is counted from half an H$_2$ molecule at 1 bar and the same $T$, which is the zero of $\mu$. Each phase is taken as macroscopic, with fixed coverage. The surface hydrogen is in internal equilibrium, and no silicon is removed.

## (a) Find the coverages and the quantity to be minimised.

**Solution.** A 3x1 cell contains one dimer (2 Si, 2 H) and one dihydride unit (1 Si, 2 H), so it holds 4 H on 3 surface Si. The coverages, in H per surface Si, are

$$\theta_M=1,\qquad \theta_X=\tfrac43,\qquad \theta_D=2 .$$

All three phases have one surface Si per 1x1 cell. Changing phase therefore exchanges hydrogen with the reservoir but no silicon, and the silicon chemical potential cancels. At given $T$ and $\mu$ the stable phase minimises

$$\Omega_i(\mu)=f_i-\theta_i\mu .$$

The surface free energy per area is $\gamma_i=\gamma_{\rm clean}+\Omega_i/A$, where $A$ is the cell area. Ranking the phases by $\gamma_i$ or by $\Omega_i$ is the same.

## (b) Derive the condition for a 3x1 window, and its edges.

**Solution.** X must lie below both competitors at the same $\mu$. Against M,

$$f_X-\tfrac43\mu<f_M-\mu\;\Longleftrightarrow\;\mu>\mu_1=3(f_X-f_M).$$

Against D,

$$f_X-\tfrac43\mu<f_D-2\mu\;\Longleftrightarrow\;\mu<\mu_2=\tfrac32(f_D-f_X).$$

A finite window exists if and only if $\mu_1<\mu_2$. Subtracting,

$$\mu_2-\mu_1=3f_M+\tfrac32f_D-\tfrac92f_X=\tfrac92\,\delta,\qquad
\delta\equiv\tfrac23f_M+\tfrac13f_D-f_X .$$

The condition is therefore

$$\boxed{\,f_X<\tfrac23f_M+\tfrac13f_D\quad\Longleftrightarrow\quad\delta>0\,}$$

The weights are fixed by hydrogen conservation, since $\tfrac23\cdot1+\tfrac13\cdot2=\tfrac43$. For the same reason the terms in $\mu$ cancel in

$$\tfrac23\Omega_M+\tfrac13\Omega_D-\Omega_X=\delta .$$

The inequality may thus be written with surface free energies at any common $\mu$: $\gamma_X<\tfrac23\gamma_M+\tfrac13\gamma_D$.

To locate the window, let $\mu_{MD}=f_D-f_M$ be the value at which M and D are equal. The definition of $\delta$ gives $f_X=f_M+\tfrac13\mu_{MD}-\delta$. Hence $f_D-f_X=\tfrac23\mu_{MD}+\delta$, and

$$\mu_1=\mu_{MD}-3\delta,\qquad \mu_2=\mu_{MD}+\tfrac32\delta .$$

The window extends twice as far below $\mu_{MD}$ as above it, because X differs from M by $\tfrac13$ H per Si and from D by $\tfrac23$. Below $\mu_1$ M is lowest, since there $\mu<\mu_{MD}$ as well; above $\mu_2$ D is lowest. The order on raising $\mu$ is M, X, D.

This compares three phases. The clean surface and any other hydride pattern must also lie higher, which is a separate requirement.

## (c) What happens when $\delta\le0$?

**Solution.** Write the excess of X over each competitor:

$$\Omega_X-\Omega_M=\tfrac13(\mu_{MD}-\mu)-\delta,\qquad
\Omega_X-\Omega_D=\tfrac23(\mu-\mu_{MD})-\delta .$$

For $\mu\le\mu_{MD}$ the better competitor is M, and for $\mu\ge\mu_{MD}$ it is D. In both ranges the bracket is non-negative, so the excess is at least $-\delta$, with equality at $\mu_{MD}$. If $\delta<0$, X is nowhere lowest and M changes directly to D. If $\delta=0$, the three phases meet at one value of $\mu$ and there is no window.

On a plot of $f$ against $\theta$, the straight line from M to D gives the free energy of a surface divided into large M and D areas, with boundary energy neglected. The condition says that X lies below this chord, so that the three points form a convex curve. A low $f_X$ alone is not enough; it must be low relative to the chord.

The condition was tested on 1498 random sets of $f_i$ between $-1$ and 0 eV, leaving out windows too narrow for the scan in $\mu$. Direct minimisation gave a 3x1 window in 752 sets and none in 746, in agreement with the sign of $\delta$ each time.

## (d) Evaluate the window for $f_M=-0.70$, $f_X=-0.69$, $f_D=-0.60$ eV at 400 K.

**Solution.** These are round model parameters, not calculated or measured energies of silicon. The chord at $\theta=\tfrac43$ is

$$\tfrac23(-0.70)+\tfrac13(-0.60)=-0.6667\ \text{eV},$$

so $\delta=-0.6667+0.690=0.0233$ eV per 1x1 cell. The edges are

$$\mu_1=3(0.01)=0.030\ \text{eV},\qquad \mu_2=\tfrac32(0.09)=0.135\ \text{eV},$$

with width 0.105 eV around $\mu_{MD}=0.100$ eV. At $\mu_1$, $\Omega_X=-0.69-\tfrac43(0.03)=-0.73$ eV, and it falls further as $\mu$ rises. The clean surface, at zero, is therefore well above X throughout the window.

With a lattice constant $a$ of about 0.54 nm, the cell area $a^2/2$ is about 0.15 nm$^2$, and $\delta/A$ is about 25 mJ/m$^2$. That is the margin by which the surface free energies satisfy the condition.

For H$_2$ in equilibrium with the surface, $2\mu=k_BT\ln(\phi/1\,\text{bar})$, where $\phi$ is the fugacity. With $k_BT=0.0345$ eV the edges correspond to $\phi=4.3\times10^3$ and $1.9\times10^6$ Torr. The second value is a fugacity and should not be read as a pressure, because H$_2$ is far from ideal there.

If $f_X$ is raised to $-0.66$ eV with the other two held fixed, $\delta=-0.0067$ eV. X then stays at least 0.0067 eV per cell above the better competitor and does not appear.

## (e) Which interaction makes $\delta$ positive?

**Solution.** Consider a row of units along the direction of the threefold period. M occupies two sites and D one. Give the units energies $e_M,e_D$ and their nearest-neighbour contacts energies of $\varepsilon_{MM},\varepsilon_{MD},\varepsilon_{DD}$. These are effective free energies in a model, and farther contacts are neglected for now.

Take a closed row with $n_M$ dimers and $n_D$ dihydrides, the latter in $r$ separate runs. Each run has two ends, so there are $2r$ unlike contacts, $n_M-r$ MM contacts and $n_D-r$ DD contacts. The energy is

$$E=n_M(e_M+\varepsilon_{MM})+n_D(e_D+\varepsilon_{DD})-r\Delta,\qquad
\Delta=\varepsilon_{MM}+\varepsilon_{DD}-2\varepsilon_{MD}.$$

The pure phases give $2f_M=e_M+\varepsilon_{MM}$ and $f_D=e_D+\varepsilon_{DD}$. The 3x1 phase has $n_M=n_D=r=1$, so $3f_X=2f_M+f_D-\Delta$, and hence

$$\Delta=3\delta .$$

The 3x1 phase is favoured when like neighbours cost more, on average, than unlike ones. Each M/D boundary has energy $-\Delta/2$, so $\delta>0$ means that boundaries lower the energy, and for $\mu$ within the window the row fills with them. Repulsion between crowded neighbouring dihydrides acts in this direction. In the example, $\varepsilon_{DD}=0.070$ eV with the other two contacts zero gives the required $\Delta$, and a boundary energy of $-0.035$ eV. Other divisions among the contacts give the same phase diagram.

The model also settles whether other sequences intrude. Let $m=\mu-\mu_{MD}$. The row has $2n_M+n_D$ sites and $2n_M+2n_D$ H atoms. Subtracting the grand potential of pure M on the same sites gives

$$E-\mu(2n_M+2n_D)-(2n_M+n_D)(f_M-\mu)=-n_Dm-r\Delta .$$

For $\Delta>0$ the lowest value needs the largest $r$, and $r\le\min(n_M,n_D)$.

- If $n_D\le n_M$, the result is at least $-n_D(m+\Delta)$. This is the value for $n_D$ cells of X and $n_M-n_D$ dimers of M.
- If $n_D>n_M$, it is at least $-n_M(m+\Delta)-(n_D-n_M)m$, the value for $n_M$ cells of X and the rest D.

Per site, each bound is a weighted average of pure-phase values, so no sequence lies below the best of M, X and D. For $\Delta<0$, every mixed sequence lies above the corresponding average of M and D. With nearest-neighbour contacts alone, the three-phase condition is therefore sufficient within this row model.

## (f) What does a longer-range repulsion change?

**Solution.** Add an energy $v>0$ for each pair of dihydrides that are second neighbours in the sequence of units, holding all other model energies fixed. For simplicity, $v$ is the same whether a dimer or a dihydride lies between them, although the pair is three sites apart in the first case and two in the second. X gains $v$ per 3x1 cell and D gains $v$ per site. Thus $f_X$ and $\tfrac13f_D$ both rise by $v/3$, and $\delta$ is unchanged. A repulsion that weakens with distance would raise $\tfrac13f_D$ more than $f_X$, and so increase $\delta$. Sequences with other periods now compete, however. Keep $m$ measured from the value of $\mu_{MD}$ at $v=0$, although $v$ raises $f_D$. Relative to M, the grand potentials per site are

$$\text{MMD (5x1)}:\ \frac{-m-\Delta}{5},\qquad
\text{MD (3x1)}:\ \frac{-m-\Delta+v}{3},$$

$$\text{MDD (4x1)}:\ \frac{-2m-\Delta+v}{4},\qquad
\text{D (1x1)}:\ -m+v .$$

Equating neighbours in order of coverage gives four edges:

- M to 5x1: $m=-\Delta$.
- 5x1 to 3x1: $3(m+\Delta)=5(m+\Delta)-5v$, so $m=-\Delta+\tfrac52v$.
- 3x1 to 4x1: $-4m-4\Delta+4v=-6m-3\Delta+3v$, so $m=\tfrac12(\Delta-v)$.
- 4x1 to D: $-2m-\Delta+v=-4m+4v$, so $m=\tfrac12(\Delta+3v)$.

For $v<\tfrac12\Delta$, the 5x1, 3x1 and 4x1 windows have widths $\tfrac52v$, $\tfrac32\Delta-3v$ and $2v$. At larger $v$ the sequence MMDD, which has the same coverage as 3x1 but no second-neighbour dihydrides, lies below it. For an assumed $v=0.010$ eV, which is below this limit, the 5x1, 3x1 and 4x1 widths are 0.025, 0.075 and 0.020 eV. A search over all sequences of up to eight units found these phases, with M and D, and no other coverages. The 3x1 window has shrunk from 0.105 to 0.075 eV although $\delta$ is the same. This is how the separate requirement in (b) can matter.

## (g) Is the order sharp at 400 K?

**Solution.** Return to $v=0$. The energy $\Delta=0.070$ eV is about $2k_BT$, so a single row should be disordered to some extent. Suppose that $L$ adjacent cells, along the direction of unit period, change together as a strip. Its energy is $L$ times that of one row. From (e), its statistical weight has a factor $y$ for each D and a factor $c$ for each unlike contact:

$$y=e^{Lm/k_BT},\qquad c=e^{L\Delta/2k_BT}.$$

Let the site states be D, the first site of a dimer, and its second site. Placing each factor on the step into the next site gives the transfer matrix

$$\mathsf A=\begin{pmatrix}y&c&0\\0&0&1\\cy&1&0\end{pmatrix}.$$

For a long row the partition function, relative to pure M, is $\lambda^N$, where $N$ is the number of sites and $\lambda$ the largest eigenvalue. Expanding $\det(\lambda-\mathsf A)=0$ gives

$$(\lambda-y)(\lambda^2-1)=c^2y .$$

Each D site adds one H to the monohydride coverage, and $\ln y=Lm/k_BT$. The coverage is therefore $\theta=1+\partial\ln\lambda/\partial\ln y$. The number of unlike contacts per site is $u=\partial\ln\lambda/\partial\ln c$. Taking the logarithm of the eigenvalue equation and differentiating yields

$$\theta=1+\frac{\lambda/(\lambda-y)}{B},\qquad u=\frac2B,\qquad
B=\frac{\lambda}{\lambda-y}+\frac{2\lambda^2}{\lambda^2-1}.$$

Perfect 3x1 has two unlike contacts per three sites, so $u/(2/3)$ measures the alternation. The random baseline is not zero: an uncorrelated sequence of units ($\Delta=0$) near this coverage already gives about 0.5. At the window centre, $\mu=0.0825$ eV:

- $L=1$: $\theta=1.350$ and $u/(2/3)=0.741$.
- $L=3$: $\theta=1.334$ and $u/(2/3)=0.955$.
- $L=10$: $\theta=1.333$ and $u/(2/3)=1.000$ to the digits given.

At this $\mu$ a single row has nearly the 3x1 coverage while a quarter of the unlike contacts are missing. Coverage alone is thus weak evidence of 3x1 order. For finite $L$ the largest eigenvalue stays separate from the others and varies smoothly with $\mu$, so the edges are rounded. For $L=1$ the rounding removes the plateau altogether: $\theta$ rises from 1.20 at $\mu_1$ to 1.59 at $\mu_2$, and its slope has no minimum in between. A flattening near $\tfrac43$ appears at $L=3$ and a clear plateau at $L=10$. In this model they become sharp only in the limit of large $L$. The value of $L$ is an assumption here; it would follow from the interactions between adjacent rows.

## (h) How secure is the result for real silicon?

**Solution.** First consider errors in the energies. Since $\Delta=2f_M+f_D-3f_X$, independent errors of standard deviation $\sigma$ in the three $f_i$ give

$$\sigma_\Delta=\sigma\sqrt{2^2+1^2+3^2}=\sqrt{14}\,\sigma .$$

For $\sigma=0.010$ eV this is 0.037 eV, about half of $\Delta$. With normally distributed errors, 96.9% of sampled sets keep a 3x1 window in the three-phase comparison, but its width is poorly known. An error proportional to coverage, such as a wrong hydrogen reference, cancels in $\Delta$ because $2\theta_M+\theta_D-3\theta_X=0$. It still shifts $\mu_{MD}$.

The phase comparison also omits etching, in which one Si atom and four surface H atoms leave as silane. With bulk silicon as the silicon reservoir, equilibrium requires

$$4\mu=G+k_BT\ln(p/1\,\text{bar}),$$

where $G$ is the formation free energy of silane at 1 bar, roughly 0.7 eV at 400 K. The balancing pressure is about $4\times10^{-5}$ Torr at $\mu_1$ and about 7 Torr at $\mu_2$. At lower silane pressure, etching is thermodynamically favoured. An error of 0.1 eV in $G$ changes these pressures by a factor of $e^{0.1/0.0345}\approx18$, so they are only rough estimates.

In practice, 3x1 surfaces are prepared by dosing Si(100) with atomic hydrogen at roughly 400 K, the temperature used here. This is a driven process: atoms arrive, recombine and etch, and the gas does not itself fix an equilibrium $\mu$ on the surface. In a vacuum chamber with silane below the balancing pressures, the whole calculated window is metastable against etching. The H$_2$ pressure in vacuum is also far below the fugacities in (d), so with these parameters 3x1 and 1x1 are unstable to loss of H$_2$ as well. They can persist only while both processes are slow. A surface left by aqueous HF is likewise shaped by reaction rates. The inequality $\delta>0$ then still says that 3x1 has a lower free energy than separate M and D areas with the same total hydrogen. This is useful provided that hydrogen can rearrange on the surface faster than hydrogen or silicon is lost from it. It does not predict the dose or the bath composition that produces 3x1. The numerical output lists the main values used above, some with more digits than are meaningful.

## Numbers as computed

```
temperature: 400 K;  kT: 0.0345 eV
f_M (2x1 monohydride): -0.700 eV per 1x1 cell
f_X (3x1 mixed): -0.690 eV per 1x1 cell
f_D (1x1 dihydride): -0.600 eV per 1x1 cell
chord value at coverage 4/3: -0.6667 eV per 1x1 cell
delta: 0.0233 eV per 1x1 cell
Delta = 3 delta: 0.0700 eV per 3x1 cell
silicon lattice constant (rough input): 0.543 nm
1x1 cell area: 0.1474 nm2
delta per area: 25.4 mJ/m2
mu_MD (2x1 and 1x1 equal): 0.1000 eV
mu_1 (2x1 to 3x1): 0.0300 eV
mu_2 (3x1 to 1x1): 0.1350 eV
window width: 0.1050 eV
least margin below clean surface: 0.730 eV per cell
H2 fugacity at mu_1: 4.28e+03 Torr
H2 fugacity at mu_2: 1.89e+06 Torr
counterexample f_X: -0.660 eV; delta: -0.0067 eV
counterexample least excess of 3x1: 0.0067 eV per cell
random triples with window: 752; without: 746
row models with 3x1: 59; without: 85
row model e_M: -1.400 eV; e_D: -0.670 eV
row model eps_DD: 0.070 eV; eps_MM = eps_MD = 0 eV
M/D boundary energy -Delta/2: -0.0350 eV
second-neighbour repulsion v: 0.010 eV
with v, 5x1 window width: 0.025 eV
with v, 3x1 window width: 0.075 eV
with v, 4x1 window width: 0.020 eV
window centre for disorder estimate: 0.0825 eV
strip L=1 cells: coverage 1.350 H per Si, unlike contacts / perfect 3x1 0.741
strip L=3 cells: coverage 1.334 H per Si, unlike contacts / perfect 3x1 0.955
strip L=10 cells: coverage 1.333 H per Si, unlike contacts / perfect 3x1 1.000
error sigma in each f: 0.010 eV per cell
resulting error in Delta: 0.0374 eV
share of error samples that keep 3x1: 0.969
silane formation free energy (rough input): 0.7 eV
silane pressure balancing etching at mu_1: 3.7e-05 Torr
silane pressure balancing etching at mu_2: 7.2e+00 Torr
```
